# Biaxial strain at the zone centre: gap shift and hole splitting: verification in Python

```python
# Result under test: for a cubic layer strained biaxially in the (001) plane,
#   E_c = Eg + a_c*T,  E_hh = a_v*T + Q,  E_lh = a_v*T - Q  (large spin-orbit splitting),
#   T = trace of strain = 2*e_par*(1 - C12/C11),  Q = b*e_par*(1 + 2*C12/C11),
# and with the split-off band at finite splitting Delta
#   E_lh = a_v*T + (-Q - Delta + sqrt(Delta^2 - 2*Q*Delta + 9*Q^2))/2.
# e_par: in-plane strain; a_c, a_v, b, d: deformation potentials (electron energies);
# l, m, n: strain constants of the p-like triplet X, Y, Z, with
#   a_v = (l + 2m)/3, b = (l - m)/3, d = n/sqrt(3).
# Model crystal: hartree and bohr. Worked layer: eV.
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize

rng = np.random.default_rng(7)


def random_strain():
    s = rng.uniform(-1, 1, (3, 3))
    return (s + s.T) / 2


def triplet_matrix(e, l, m, n):
    """Strain matrix of the X, Y, Z triplet allowed by cubic symmetry."""
    h = n * (e - np.diag(np.diag(e)))
    return h + np.diag((l - m) * np.diag(e) + m * np.trace(e))


# ---- Symmetry: tetrahedral group as signed permutations that preserve x*y*z
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            group.append(np.diag(signs) @ np.eye(3)[list(perm)])
assert len(group) == 24
n_constants = np.mean([np.trace(R)**2 * (np.trace(R)**2 + np.trace(R @ R)) / 2
                       for R in group])
assert abs(n_constants - 3) < 1e-12
n_constants_s = np.mean([(np.trace(R)**2 + np.trace(R @ R)) / 2 for R in group])
assert abs(n_constants_s - 1) < 1e-12
sp = rng.uniform(0.5, 1.5, (3, 3, 3))
sp = sp + sp.transpose(0, 2, 1)
sp = sum(np.einsum('ai,bk,cl,ikl->abc', R, R, R, sp) for R in group) / 24
assert max(abs(sp[i, k, k]) for i in range(3) for k in range(3)) < 1e-12
assert abs(sp[0, 1, 2]) > 0.1      # shear strain may couple s and p, diagonal may not

# ---- Model crystal: simple cubic lattice of rigid Gaussian wells, plane waves
a_lat, well_strength, well_width = 6.0, 40.0, 1.0
waves = np.array(list(itertools.product(range(-3, 4), repeat=3)))
G = 2 * np.pi / a_lat * waves
dG = G[:, None, :] - G[None, :, :]


def potential(q, volume):
    return -well_strength / volume * np.exp(-well_width**2 * np.sum(q * q, -1) / 2)


def crystal(e):
    """Hamiltonian at the zone centre of the crystal with finite strain e."""
    F = np.eye(3) + e
    inv = np.linalg.inv(F)
    kinetic = np.sum((G @ inv)**2, axis=1) / 2
    return np.diag(kinetic) + potential(dG @ inv, a_lat**3 * np.linalg.det(F))


def strain_operator(e):
    """First-order strain operator, from the analytic expansion in e."""
    kinetic = -np.sum((G @ e) * G, axis=1)
    factor = -np.trace(e) + well_width**2 * np.sum((dG @ e) * dG, axis=-1)
    return np.diag(kinetic) + factor * potential(dG, a_lat**3)


index = {tuple(w): i for i, w in enumerate(waves)}
half = [tuple(w) for w in waves if tuple(w) > (0, 0, 0)]
odd = np.zeros((len(waves), len(half)))
for column, w in enumerate(half):
    odd[index[w], column] = 1 / np.sqrt(2)
    odd[index[tuple(-x for x in w)], column] = -1 / np.sqrt(2)


def p_levels(e):
    return np.linalg.eigvalsh(odd.T @ crystal(e) @ odd)[:3]


def s_level(e):
    return np.linalg.eigvalsh(crystal(e))[0]


zero = np.zeros((3, 3))
energies, vectors = np.linalg.eigh(odd.T @ crystal(zero) @ odd)
assert np.ptp(energies[:3]) < 1e-10 and energies[3] - energies[2] > 0.05
triplet = vectors[:, :3]
axes = [half.index(w) for w in [(1, 0, 0), (0, 1, 0), (0, 0, 1)]]
M = triplet[axes]
triplet = odd @ triplet @ M.T / np.sqrt(np.trace(M @ M.T) / 3)
assert np.allclose(triplet.T @ triplet, np.eye(3), atol=1e-9)


def projected(e):
    return triplet.T @ strain_operator(e) @ triplet


e_x = np.diag([1.0, 0, 0])
e_xy = np.zeros((3, 3))
e_xy[0, 1] = e_xy[1, 0] = 1
l_c, m_c = projected(e_x)[0, 0], projected(e_x)[1, 1]
n_c = projected(e_xy)[0, 1]
av_c, b_c = (l_c + 2 * m_c) / 3, (l_c - m_c) / 3
h = 1e-4
as_c = (s_level(h * np.eye(3)) - s_level(-h * np.eye(3))) / (6 * h)
for _ in range(3):
    e = random_strain()
    assert np.allclose(projected(e), triplet_matrix(e, l_c, m_c, n_c), atol=1e-8)
    slope = (p_levels(h * e) - p_levels(-h * e)[::-1]) / (2 * h)
    expected = np.linalg.eigvalsh(triplet_matrix(e, l_c, m_c, n_c))
    assert np.allclose(slope, expected, atol=1e-5)
    slope_s = (s_level(h * e) - s_level(-h * e)) / (2 * h)
    assert abs(slope_s - as_c * np.trace(e)) < 1e-5


def biaxial(e_par, ratio):
    return np.diag([e_par, e_par, -2 * ratio * e_par])


def crystal_shifts(e_par):
    """Direct and linear shifts of the XY doublet and the Z singlet."""
    e = biaxial(e_par, 0.5)
    shift = p_levels(e) - energies[:3]
    trace, q = np.trace(e), -b_c * (e[2, 2] - e[0, 0])
    linear = np.array([av_c * trace + q, av_c * trace - 2 * q])
    pair = np.argmin(np.diff(shift))
    direct = np.array([shift[pair], shift[2 if pair == 0 else 0]])
    return direct, linear


direct1, linear1 = crystal_shifts(-0.01)
direct2, linear2 = crystal_shifts(-0.005)
error_ratio = (direct1[0] - linear1[0]) / (direct2[0] - linear2[0])
assert 3.6 < error_ratio < 4.4     # what is left out is quadratic in strain

# ---- Spin-orbit coupling: six-band matrix on {X, Y, Z} x {up, down}
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L = [np.kron(-1j * eps[k], np.eye(2)) for k in range(3)]
S = [np.kron(np.eye(3), pauli[k] / 2) for k in range(3)]
J = [L[k] + S[k] for k in range(3)]
LS = sum(L[k] @ S[k] for k in range(3))
J2 = sum(J[k] @ J[k] for k in range(3))
Jz_values, Jz_vectors = np.linalg.eigh(J[2])
assert np.allclose(Jz_values, [-1.5, -0.5, -0.5, 0.5, 0.5, 1.5])


def six_band(e, a, b, d, delta):
    strain = triplet_matrix(e, a + 2 * b, a - b, np.sqrt(3) * d)
    return np.kron(strain, np.eye(2)) + 2 * delta / 3 * (LS - np.eye(6) / 2)


# Projection on J = 3/2 against the Bir-Pikus form, for a general strain
J2_values, J2_vectors = np.linalg.eigh(J2)
quartet = J2_vectors[:, J2_values > 2]
assert quartet.shape[1] == 4
a_t, b_t, d_t = 1.3, -1.9, -4.7
e = random_strain()
bir_pikus = a_t * np.trace(e) * np.eye(6, dtype=complex)
for i in range(3):
    bir_pikus -= b_t * e[i, i] * (J[i] @ J[i] - J2 / 3)
    for j in range(i):
        bir_pikus -= d_t / np.sqrt(3) * e[i, j] * (J[i] @ J[j] + J[j] @ J[i])
from_orbitals = quartet.conj().T @ six_band(e, a_t, b_t, d_t, 0.7) @ quartet
assert np.allclose(from_orbitals, quartet.conj().T @ bir_pikus @ quartet, atol=1e-12)


def hole_levels(e, a, b, delta):
    """Heavy-hole, light-hole and split-off levels by diagonalization."""
    H = six_band(e, a, b, 0.0, delta)
    assert np.allclose(H @ J[2], J[2] @ H)
    v_half, v_hh = Jz_vectors[:, 3:5], Jz_vectors[:, 5]
    hh = (v_hh.conj() @ H @ v_hh).real
    so, lh = np.linalg.eigvalsh(v_half.conj().T @ H @ v_half)
    return hh, lh, so


# ---- Worked layer: round model parameters
a_layer = 6.00                      # angstrom
C11, C12, C44 = 100.0, 50.0, 50.0   # GPa
Eg, a_c, a_v, b, delta = 1.5, -7.0, 1.0, -2.0, 0.4   # eV


def elastic_energy(free, e_par):
    ezz, exz, eyz = free
    return (C11 * (2 * e_par**2 + ezz**2) / 2 + C12 * (e_par**2 + 2 * e_par * ezz)
            + 2 * C44 * (exz**2 + eyz**2)) / C11


relaxed = minimize(elastic_energy, [0.3, 0.2, -0.1], args=(-1.0,)).x
assert np.allclose(relaxed, [2 * C12 / C11, 0, 0], atol=1e-4)

for e_par in [-0.03, -0.01, -0.002, 0.002, 0.01, 0.03]:
    T = 2 * e_par * (1 - C12 / C11)
    Q = b * e_par * (1 + 2 * C12 / C11)
    hh, lh, so = hole_levels(biaxial(e_par, C12 / C11), a_v, b, delta)
    root = np.sqrt(delta**2 - 2 * Q * delta + 9 * Q**2)
    assert abs(hh - (a_v * T + Q)) < 1e-12
    assert abs(lh - (a_v * T + (-Q - delta + root) / 2)) < 1e-12
    assert abs((hh + lh + so) / 3 - (a_v * T - delta / 3)) < 1e-12
    assert (hh > lh) == (e_par < 0)
    hh, lh, so = hole_levels(biaxial(e_par, C12 / C11), a_v, b, 1e6)
    assert abs(hh - lh - 2 * Q) < 1e-6 and abs((hh + lh) / 2 - a_v * T) < 1e-6

# Leading effect of the split-off band: the light hole rises by 2*Q^2/Delta
Q_small = 1e-3
hh, lh, so = hole_levels(np.diag([0, 0, Q_small]), 0.0, -1.0, 1.0)
assert abs((lh + Q_small) / (2 * Q_small**2) - 1 - Q_small) < 1e-5

# ---- Output
print("MODEL CRYSTAL (simple cubic, Gaussian wells)")
print(f"lattice constant = {a_lat:.1f} bohr, well width = {well_width:.1f} bohr")
print(f"integrated well strength = {well_strength:.1f} hartree bohr^3")
print(f"plane waves = {len(waves)}")
print(f"l = {l_c:.5f} hartree")
print(f"m = {m_c:.5f} hartree")
print(f"n = {n_c:.5f} hartree")
print(f"a_v = {av_c:.5f} hartree, b = {b_c:.5f} hartree")
print(f"d = {n_c / np.sqrt(3):.5f} hartree")
print(f"s-level deformation potential = {as_c:.5f} hartree")
print("in-plane strain -0.01, normal strain +0.01:")
print(f"XY shift: direct {direct1[0]:.6f}, linear {linear1[0]:.6f} hartree")
print(f"Z shift: direct {direct1[1]:.6f}, linear {linear1[1]:.6f} hartree")
print(f"XY error ratio, strain 0.01 to 0.005 = {error_ratio:.3f}")
print("WORKED LAYER (model parameters)")
print(f"layer lattice constant = {a_layer:.2f} angstrom")
print(f"C11 = {C11:.0f} GPa, C12 = {C12:.0f} GPa")
print(f"Eg = {Eg:.2f} eV, Delta = {delta:.2f} eV")
print(f"a_c = {a_c:.1f} eV, a_v = {a_v:.1f} eV, b = {b:.1f} eV")
hartree_eV = physical_constants['Hartree energy in eV'][0]
for a_sub in [5.94, 6.06]:
    e_par = (a_sub - a_layer) / a_layer
    e = biaxial(e_par, C12 / C11)
    T, Q = np.trace(e), -b * (e[2, 2] - e_par)
    hh, lh, so = hole_levels(e, a_v, b, delta)
    E_c = Eg + a_c * T
    hydro = (a_c - a_v) * T
    print(f"SUBSTRATE {a_sub:.2f} angstrom")
    print(f"e_par = {e_par:.4f}, e_zz = {e[2, 2]:.4f}, trace = {T:.4f}")
    print(f"conduction shift = {1e3 * a_c * T:.2f} meV")
    print(f"valence hydrostatic shift = {1e3 * a_v * T:.2f} meV")
    print(f"hydrostatic gap shift = {1e3 * hydro:.2f} meV"
          f" = {1e3 * hydro / hartree_eV:.4f} mhartree")
    print(f"Q = {1e3 * Q:.2f} meV")
    print(f"hh-lh splitting, quartet only = {2e3 * Q:.2f} meV"
          f" = {2e3 * Q / hartree_eV:.4f} mhartree")
    print(f"quartet-only gaps: hh {E_c - a_v * T - Q:.4f},"
          f" lh {E_c - a_v * T + Q:.4f} eV")
    print(f"six-band levels: hh {1e3 * hh:.2f}, lh {1e3 * lh:.2f},"
          f" so {1e3 * so:.2f} meV")
    print(f"hh-lh splitting, six-band = {1e3 * (hh - lh):.2f} meV")
    print(f"light-hole rise = {1e3 * (lh - a_v * T + Q):.2f} meV,"
          f" 2Q^2/Delta = {2e3 * Q**2 / delta:.2f} meV")
    print(f"six-band gaps: hh {E_c - hh:.4f}, lh {E_c - lh:.4f} eV")
print("all tests passed")
```

Printed output:

```
MODEL CRYSTAL (simple cubic, Gaussian wells)
lattice constant = 6.0 bohr, well width = 1.0 bohr
integrated well strength = 40.0 hartree bohr^3
plane waves = 343
l = -0.54286 hartree
m = 0.07373 hartree
n = 0.13278 hartree
a_v = -0.13180 hartree, b = -0.20553 hartree
d = 0.07666 hartree
s-level deformation potential = 0.03473 hartree
in-plane strain -0.01, normal strain +0.01:
XY shift: direct 0.005499, linear 0.005429 hartree
Z shift: direct -0.006846, linear -0.006903 hartree
XY error ratio, strain 0.01 to 0.005 = 4.045
WORKED LAYER (model parameters)
layer lattice constant = 6.00 angstrom
C11 = 100 GPa, C12 = 50 GPa
Eg = 1.50 eV, Delta = 0.40 eV
a_c = -7.0 eV, a_v = 1.0 eV, b = -2.0 eV
SUBSTRATE 5.94 angstrom
e_par = -0.0100, e_zz = 0.0100, trace = -0.0100
conduction shift = 70.00 meV
valence hydrostatic shift = -10.00 meV
hydrostatic gap shift = 80.00 meV = 2.9399 mhartree
Q = 40.00 meV
hh-lh splitting, quartet only = 80.00 meV = 2.9399 mhartree
quartet-only gaps: hh 1.5400, lh 1.6200 eV
six-band levels: hh 30.00, lh -41.32, so -418.68 meV
hh-lh splitting, six-band = 71.32 meV
light-hole rise = 8.68 meV, 2Q^2/Delta = 8.00 meV
six-band gaps: hh 1.5400, lh 1.6113 eV
SUBSTRATE 6.06 angstrom
e_par = 0.0100, e_zz = -0.0100, trace = 0.0100
conduction shift = -70.00 meV
valence hydrostatic shift = 10.00 meV
hydrostatic gap shift = -80.00 meV = -2.9399 mhartree
Q = -40.00 meV
hh-lh splitting, quartet only = -80.00 meV = -2.9399 mhartree
quartet-only gaps: hh 1.4600, lh 1.3800 eV
six-band levels: hh -30.00, lh 57.16, so -397.16 meV
hh-lh splitting, six-band = -87.16 meV
light-hole rise = 7.16 meV, 2Q^2/Delta = 8.00 meV
six-band gaps: hh 1.4600, lh 1.3728 eV
all tests passed
```
